# Vibronic bending levels of a linear triatomic molecule in a Π state, part 2

A linear triatomic molecule in a Π state has two bending surfaces, \(V'=\tfrac12k'\rho^2\) for the state A′, even under reflection in the molecular plane, and \(V''=\tfrac12k''\rho^2\) for the odd state A″. The decision posed at the start is whether to treat a level on the lower surface, on the average surface, or by solving the coupled two-state problem. Hartree atomic units are used, and spin-orbit coupling is left out. The bend has polar coordinates \(\rho,\varphi\) and effective mass \(\mu\), with

\[
k = \tfrac12(k'+k''),\qquad \epsilon = \frac{k'-k''}{k'+k''},\qquad \omega = \sqrt{k/\mu},
\]

\(|\epsilon|<1\) and \(\omega'=\omega\sqrt{1+\epsilon}\). Set \(q=\rho\sqrt{\mu\omega}\) and \(q_\pm=qe^{\pm i\varphi}\). The electronic states \(|\pm\rangle\) have \(\Lambda=\pm1\), the eigenvalues of \(\hat\Lambda\). Part (a) gave

\[
|A'\rangle=\frac{e^{-i\varphi}|+\rangle+e^{i\varphi}|-\rangle}{\sqrt2},\qquad |A''\rangle=-i\,\frac{e^{-i\varphi}|+\rangle-e^{i\varphi}|-\rangle}{\sqrt2},
\]

\[
H = H_0+H',\qquad H_0=\frac{\omega}{2}\left(-\nabla_q^2+q^2\right),\qquad H' = g\left(q_+^2\,|-\rangle\langle+|+q_-^2\,|+\rangle\langle-|\right),\qquad g=\frac{\epsilon\omega}{2}.
\]

Part (b) showed that \(\hat J=\hat l+\hat\Lambda\), with \(\hat l=-i\,\partial/\partial\varphi\), is conserved. It suffices to take \(J=K\ge0\); \(K=0\) levels are called Σ. The reflection \(\sigma\) (\(\varphi\to-\varphi\), \(|+\rangle\leftrightarrow|-\rangle\)) has eigenvalue \(\pm1\) for Σ\(^\pm\). The states and radial equations are

\[
\psi=f(q)\,e^{i(K-1)\varphi}|+\rangle+h(q)\,e^{i(K+1)\varphi}|-\rangle ,
\]

\[
\frac{\omega}{2}\left[-f''-\frac{f'}{q}+\frac{(K-1)^2}{q^2}f+q^2f+\epsilon q^2h\right]=Ef,
\]

\[
\frac{\omega}{2}\left[-h''-\frac{h'}{q}+\frac{(K+1)^2}{q^2}h+q^2h+\epsilon q^2f\right]=Eh ,
\]

with \(f\sim q^{|K-1|}\) and \(h\sim q^{K+1}\) at small \(q\).

Part (c) showed that the regular, normalisable solutions of

\[
\tfrac12\left[-R''-R'/s+l^2R/s^2+s^2R\right]=\eta R
\]

have \(\eta=|l|+2n+1\), \(n=0,1,2,\dots\), and are complete for that \(l\). The basis states \(|\pm;n_+,n_-\rangle\) have

\[
E_0=\omega(v+1),\qquad v=n_++n_-,\qquad l=n_+-n_- ,
\]

so \(v=|l|+2n\) for given \(l\). With \(a_\pm^\dagger\), \(a_\pm\) raising and lowering \(n_\pm\),

\[
q_+^2=a_+^{\dagger2}+2a_+^\dagger a_-+a_-^2,\qquad q_-^2=a_-^{\dagger2}+2a_-^\dagger a_++a_+^2 .
\]

## (d) The Σ levels

*Problem.* Solve the \(K=0\) block exactly, assign the reflection symmetry, and show why the same step fails for \(K\neq0\).

*Solution.* For any \(K\), put \(u=(f+h)/\sqrt2\) and \(w=(f-h)/\sqrt2\), and write \((K\mp1)^2=K^2+1\mp2K\). Add the two radial equations and divide by \(\sqrt2\). The centrifugal terms give \([(K^2+1)(f+h)-2K(f-h)]/\sqrt2=(K^2+1)u-2Kw\), and the coupling terms give \(\epsilon q^2(h+f)/\sqrt2=\epsilon q^2u\). Subtract them and divide by \(\sqrt2\). The centrifugal terms give \((K^2+1)w-2Ku\), and the coupling terms give \(\epsilon q^2(h-f)/\sqrt2=-\epsilon q^2w\). Thus

\[
\frac\omega2\left[-u''-\frac{u'}{q}+\frac{K^2+1}{q^2}u+(1+\epsilon)q^2u\right]-\frac{\omega K}{q^2}\,w=Eu,
\]

\[
\frac\omega2\left[-w''-\frac{w'}{q}+\frac{K^2+1}{q^2}w+(1-\epsilon)q^2w\right]-\frac{\omega K}{q^2}\,u=Ew .
\]

The meaning of \(u\) and \(w\) follows from inserting \(f=(u+w)/\sqrt2\), \(h=(u-w)/\sqrt2\) in \(\psi\) and using part (a):

\[
\psi=e^{iK\varphi}\left[u\,\frac{e^{-i\varphi}|+\rangle+e^{i\varphi}|-\rangle}{\sqrt2}+w\,\frac{e^{-i\varphi}|+\rangle-e^{i\varphi}|-\rangle}{\sqrt2}\right]=e^{iK\varphi}\left[u\,|A'\rangle+i\,w\,|A''\rangle\right].
\]

So \(u\) and \(w\) are the nuclear amplitudes on the two Born-Oppenheimer surfaces. Each sees its own potential, and the two are coupled by \(-\omega K/q^2\), the Coriolis interaction of the electronic angular momentum with the rotation of the molecular plane about the axis.

For \(K=0\) the coupling vanishes. The equation for \(u\) is

\[
\frac\omega2\left[-u''-\frac{u'}{q}+\frac{u}{q^2}+(1+\epsilon)q^2u\right]=Eu ,
\]

with \(u\sim q\) at the origin, since \(f\) and \(h\) both behave as \(q^1\). Put \(s=\lambda q\) with \(\lambda=(1+\epsilon)^{1/4}\), real because \(\epsilon>-1\). Then \(d/dq=\lambda\,d/ds\) and \(1/q=\lambda/s\), so each of the first three terms acquires \(\lambda^2\), and the last is \((1+\epsilon)q^2=\lambda^4s^2/\lambda^2=\lambda^2s^2\). Dividing by \(\lambda^2\omega\) gives the radial equation of part (c) with \(|l|=1\) and \(\eta=E/(\lambda^2\omega)\). Hence \(\eta=2n+2\). The equation for \(w\) is the same with \(\epsilon\to-\epsilon\).

Under \(\sigma\) (\(\varphi\to-\varphi\), \(|+\rangle\leftrightarrow|-\rangle\)) the combination \(e^{-i\varphi}|+\rangle\pm e^{i\varphi}|-\rangle\) becomes \(e^{i\varphi}|-\rangle\pm e^{-i\varphi}|+\rangle\), which is \(\pm\) itself, and \(q\) is unchanged. The \(u\) levels are Σ⁺ and the \(w\) levels Σ⁻. With \(v=2n+1\),

\[
E(\Sigma^\pm,v)=\omega\,(1\pm\epsilon)^{1/2}\,(v+1),\qquad v=1,3,5,\dots
\]

The \(|l|=1\) radial functions are complete, so these two ladders are the whole \(K=0\) spectrum. No expansion in \(\epsilon\) was made. Which ladder lies lower depends on the sign of \(\epsilon\): Σ⁺ is lower when A′ is the softer surface, \(\epsilon<0\).

The decoupling has a symmetry reason. At \(K=0\) the nuclear amplitudes depend on \(q\) alone and are even under \(\sigma\), so the vibronic parity equals the electronic parity, and amplitudes on A′ and A″ cannot mix. The decoupling therefore survives any anharmonic \(V'(\rho)\), \(V''(\rho)\), although the square-root formula does not.

Solving the oscillator on one surface with \(l=K=0\) would give a spurious ladder \(\omega',3\omega',\dots\) with even \(v\). The centrifugal term is \((K^2+1)/q^2\), not \(K^2/q^2\). The extra unit is \(\Lambda^2\). It arises because \(|A'\rangle\) and \(|A''\rangle\) turn with \(\varphi\) and have no defined direction at \(q=0\), so at \(K=0\) their amplitudes must vanish there. In particular the vibrationless level \(v=0\) has \(l=0\), \(K=1\), and is not a Σ level.

For small \(\epsilon\), \((1\pm\epsilon)^{1/2}=1\pm\epsilon/2-\epsilon^2/8+\dots\), so the pair is split in first order by \(\pm\tfrac12\epsilon\omega(v+1)\) and its centre is lowered by \(\epsilon^2\omega(v+1)/8\). As \(|\epsilon|\to1\) the lower surface becomes flat and its ladder collapses to zero spacing. For \(|\epsilon|>1\) the lower component prefers a bent geometry, the quadratic Hamiltonian is unbounded below, and quartic terms are needed to have bound states at all.

For \(K\ne0\) the potential is diagonal in \((u,w)\) and the centrifugal term is diagonal in \((f,h)\), where its two entries differ by \(4K/q^2\). The traceless parts of these two \(2\times2\) matrices, proportional to the Pauli matrices \(\sigma_x\) and \(\sigma_z\) in the \((f,h)\) basis, do not commute and have different dependence on \(q\), so no constant rotation separates the equations.

## (e) First order, and the level without a partner

*Problem.* Find the first-order splitting within a shell of given \(v\). Show that one level of each \(K\ge1\) is not shifted in first order, and find its second-order shift.

*Solution.* The block \(K\) contains \(|+\rangle\) with \(l=K-1\) and \(|-\rangle\) with \(l=K+1\). By part (c) the first occurs for \(v=|K-1|,|K-1|+2,\dots\) and the second for \(v=K+1,K+3,\dots\). For \(v\ge K+1\) (with \(v-K\) odd) the shell holds both states. The first has \(n_++n_-=v\) and \(n_+-n_-=K-1\), that is

\[
n_+=\tfrac12(v+K-1),\qquad n_-=\tfrac12(v-K+1),
\]

and the second is \(|-;n_++1,n_--1\rangle\). The diagonal elements of \(H'\) vanish because \(H'\) flips \(\Lambda\). The off-diagonal element comes from the term of \(q_+^2\) that conserves \(v\):

\[
\langle-;n_++1,n_--1|H'|+;n_+,n_-\rangle=2g\sqrt{(n_++1)\,n_-}=2g\sqrt{\frac{(v+1+K)(v+1-K)}{4}}=g\sqrt{(v+1)^2-K^2}.
\]

A \(2\times2\) matrix with zero diagonal and off-diagonal element \(c\) has eigenvalues \(\pm c\) and eigenvectors \((1,\pm1)/\sqrt2\), so

\[
E=\omega(v+1)\pm\tfrac12\epsilon\omega\sqrt{(v+1)^2-K^2}+O(\epsilon^2).
\]

At \(K=0\) this is \(\pm\tfrac12\epsilon\omega(v+1)\), in agreement with the expansion of the exact result.

For \(K\ge1\) the shell \(v=K-1\) holds only \(|0\rangle\equiv|+;K-1,0\rangle\). Its partner would need \(l=K+1=v+2\), which exceeds \(v\). This is the unique level, \(K=v+1\). It has \(E_0=\omega K\), the next states of the block lie at \(\omega(K+2)\), and so it is nondegenerate and lowest within its block. Its degeneracy with other states of the shell does not matter, because \(H'\) cannot connect different \(J\). The square root above vanishes at \(K=v+1\), as it must. The count of states is complete: the shell has \(2(v+1)\) states, two of them (\(J=\pm(v+1)\)) unique, and the other \(2v\) in \(v\) pairs with \(J=v-1,v-3,\dots,-(v-1)\).

In the variables of part (d) the state \(|0\rangle\) has \(h=0\), so \(u=w\). It has equal weight on both surfaces at every \(q\), and the potentials \(\pm\tfrac12\epsilon\omega q^2\) average to zero. This is the physical reason for the absence of a first-order shift.

The energy is even in \(\epsilon\). The operator \(\hat\Lambda\) is unitary with \(\hat\Lambda^2=1\), commutes with \(H_0\) and \(\hat J\), and obeys \(\hat\Lambda|\mp\rangle\langle\pm|\hat\Lambda=-|\mp\rangle\langle\pm|\). Hence \(\hat\Lambda H(\epsilon)\hat\Lambda=H(-\epsilon)\), and each block has the same spectrum at \(\epsilon\) and \(-\epsilon\). The lowest level of the block therefore has \(E(\epsilon)=E(-\epsilon)\). The paired levels escape this conclusion only in that the two branches are exchanged by \(\epsilon\to-\epsilon\), as Σ⁺ and Σ⁻ are.

To set up the perturbation series, write \(\psi=|0\rangle+|\psi_1\rangle+|\psi_2\rangle+\dots\) and \(E=E_0+E_1+E_2+\dots\), ordered in powers of \(g\), with \(\langle0|\psi_n\rangle=0\) for \(n\ge1\). The terms of order \(n\) in \((H_0+H')\psi=E\psi\) are

\[
(E_0-H_0)|\psi_n\rangle=H'|\psi_{n-1}\rangle-\sum_{m=1}^nE_m|\psi_{n-m}\rangle,\qquad|\psi_0\rangle=|0\rangle .
\]

Projecting on \(\langle0|\) makes the left side vanish and leaves only \(m=n\) in the sum, so \(E_n=\langle0|H'|\psi_{n-1}\rangle\). On the other states of the block \(E_0-H_0\) can be inverted. With \(R=\sum_{j\ne0}|j\rangle\langle j|/(E_0-E_j)\), which obeys \(R|0\rangle=0\),

\[
|\psi_n\rangle=RH'|\psi_{n-1}\rangle-\sum_{m=1}^{n-1}E_mR|\psi_{n-m}\rangle .
\]

Acting on \(|0\rangle=|+;K-1,0\rangle\), only the first term of \(H'\) contributes, and within \(q_+^2\) the terms containing \(a_-\) give zero because \(n_-=0\). What remains is \(a_+^{\dagger2}\), with factors \(\sqrt K\) and then \(\sqrt{K+1}\):

\[
H'|0\rangle=g\sqrt{K(K+1)}\,|a\rangle,\qquad|a\rangle=|-;K+1,0\rangle,\qquad E_a=\omega(K+2).
\]

Then \(E_1=\langle0|H'|0\rangle=0\), and with \(E_0-E_a=-2\omega\),

\[
|\psi_1\rangle=-\frac{g\sqrt{K(K+1)}}{2\omega}\,|a\rangle,\qquad E_2=\langle0|H'|\psi_1\rangle=-\frac{g^2K(K+1)}{2\omega}.
\]

Inserting \(g^2=\epsilon^2\omega^2/4\),

\[
E_{\rm unique}=\omega K-\tfrac18\,\epsilon^2\omega\,K(K+1)+O(\epsilon^4),\qquad K=v+1 .
\]

The factor \(1/8\) is \(1/4\) from \(g^2\) times \(1/2\) from the gap of two quanta. The second-order sum has one term only.

The formula belongs to the unique level and not to the pairs. For a pair, the second-order shift of each member is the expectation value of \(H'R_vH'\), with \(R_v\) running over other shells, in the eigenvector \((1,\pm1)/\sqrt2\). Two actions of \(H'\) restore \(\Lambda\), so this operator is diagonal in the two basis states and the shift is the mean of the two diagonal values. The state \(|+;n_+,n_-\rangle\) goes up by \(a_+^{\dagger2}\) and down by \(a_-^2\), and \(|-;n_++1,n_--1\rangle\) goes up by \(a_-^{\dagger2}\) and down by \(a_+^2\), with denominators \(-2\omega\) up and \(+2\omega\) down. The mean is

\[
\frac{g^2}{4\omega}\left[-(n_++1)(n_++2)+n_-(n_--1)-n_-(n_-+1)+(n_++1)n_+\right]=\frac{g^2}{4\omega}\left[-2(n_++1)-2n_-\right],
\]

which is \(-g^2(v+1)/(2\omega)=-\epsilon^2\omega(v+1)/8\), independent of \(K\) and equal at \(K=0\) to the \(\epsilon^2\) term of the exact Σ levels. The unique level falls by \(\epsilon^2\omega(v+1)(v+2)/8\), which is \(v+2\) times more. Two things contribute. All its quanta sit in one circular mode, so its squared upward element \(g^2(v+1)(v+2)\) exceeds the mean \(\tfrac12g^2[(n_++1)(n_++2)+n_-(n_-+1)]\) of the pair; and no state of its block lies below it to push it up, whereas the pairs with \(v\ge2\) are pushed up from the shell \(v-2\). At \(v=1\) the Σ pair has no state below it either, and the factor 3 comes from the first cause alone.

Two consequences bear on the decision posed at the start. For small \(|\epsilon|\) the ground level is the unique level with \(K=1\), so the bending zero-point energy is \(\omega(1-\epsilon^2/4)+O(\epsilon^4)\). The zero-point energy of an isolated lower surface would be \(\omega\sqrt{1-|\epsilon|}\approx\omega(1-|\epsilon|/2)\), wrong in first order. Second, consecutive unique levels are spaced by \(\omega-\tfrac18\epsilon^2\omega[(K+1)(K+2)-K(K+1)]=\omega[1-\tfrac14\epsilon^2(K+1)]\). Within the range of the second-order formula (part (f)) the spacing shrinks linearly with \(K\) although both surfaces are harmonic, and a fit that ignores the coupling would report this as anharmonicity. At larger \(|\epsilon|K\) the decrease slows and the spacing levels off towards the lower-surface frequency \(\omega\sqrt{1-|\epsilon|}\).

## (f) Fourth order and the range of validity

*Problem.* Find the \(\epsilon^4\) term for the unique level and state when the second-order formula can be used.

*Solution.* With \(E_1=0\) the recursion gives \(|\psi_2\rangle=RH'|\psi_1\rangle\). This state has \(\Lambda=+1\), so \(H'|\psi_2\rangle\) has \(\Lambda=-1\) and \(E_3=\langle0|H'|\psi_2\rangle=0\), as evenness requires. Next \(|\psi_3\rangle=RH'|\psi_2\rangle-E_2R|\psi_1\rangle\), and with \(|\psi_1\rangle=RH'|0\rangle\),

\[
E_4=\langle0|H'RH'RH'RH'|0\rangle-E_2\,\langle0|H'R^2H'|0\rangle .
\]

In the first term \(RH'|0\rangle\) on the right and its adjoint on the left each supply \(-g\sqrt{K(K+1)}/(2\omega)\) and the state \(|a\rangle\), so the term equals \(\dfrac{g^2K(K+1)}{4\omega^2}\langle a|H'RH'|a\rangle\). On \(|a\rangle=|-;K+1,0\rangle\) the second term of \(H'\) acts, with all three parts of \(q_-^2\):

\[
H'|a\rangle=g\left[\sqrt2\,|+;K+1,2\rangle+2\sqrt{K+1}\,|+;K,1\rangle+\sqrt{K(K+1)}\,|+;K-1,0\rangle\right].
\]

All three states have \(l=K-1\). Their energies are \(\omega(K+4)\), \(\omega(K+2)\) and \(\omega K\). The last is \(|0\rangle\) and is removed by \(R\). The denominators of the others are measured from \(E_0=\omega K\) and are \(-4\omega\) and \(-2\omega\). The degeneracy of \(|+;K,1\rangle\) with \(|a\rangle\) causes no zero denominator for this reason. Thus

\[
\langle a|H'RH'|a\rangle=g^2\left[\frac{2}{-4\omega}+\frac{4(K+1)}{-2\omega}\right]=-\frac{g^2}{2\omega}\left[1+4(K+1)\right].
\]

In the second term \(\langle0|H'R^2H'|0\rangle=\langle\psi_1|\psi_1\rangle=g^2K(K+1)/(4\omega^2)\), and \(-E_2=+g^2K(K+1)/(2\omega)\). Both terms share the factor \(g^4K(K+1)/(8\omega^3)\):

\[
E_4=\frac{g^4K(K+1)}{8\omega^3}\left[K(K+1)-4(K+1)-1\right]=\frac{g^4K(K+1)}{8\omega^3}\left(K^2-3K-5\right).
\]

With \(g^4=\epsilon^4\omega^4/16\),

\[
E_{\rm unique}=\omega\left[K+c_2\epsilon^2+c_4\epsilon^4+O(\epsilon^6)\right],\qquad c_2=-\frac{K(K+1)}8,\qquad c_4=\frac{K(K+1)(K^2-3K-5)}{128}.
\]

The polynomial \(K^2-3K-5\) equals \(-7,-7,-5,-1,+5\) for \(K=1,\dots,5\). The fourth-order term lowers the level further for \(K\le4\) and raises it from \(K=5\) on. The ratio of successive terms is

\[
\frac{E_4}{E_2}=-\frac{\epsilon^2\,(K^2-3K-5)}{16},
\]

which tends to \(-(\epsilon K/4)^2\) at large \(K\). Near \(K=4\) the ratio is small through a cancellation between the two contributions, and should not be read there as a measure of convergence.

The Σ levels have been found exactly, and the energy of the unique level has been found to fourth order in \(\epsilon\). It remains to state when the second-order formula can be used and to test the results on a worked example.
